# The Koelling-Harmon scalar-relativistic radial equation and its behaviour at a nucleus

## Result

Hartree atomic units are used. An electron moves in a spherical potential $V(r)$, with no magnetic field. Its energy $\varepsilon$ excludes the rest energy $c^2$, and

$$M(r)=1+\frac{\varepsilon-V(r)}{2c^2}>0 .$$

A prime means $d/dr$. The Dirac quantum number is $\kappa=-l-1$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, where $l$ belongs to the large component $g$.

**Theorem.** Eliminate the small component from the Dirac equation at fixed $\varepsilon$, give both spin-orbit partners the same $g$, and average over their $2(2l+1)$ states. The result is the Koelling-Harmon equation

$$g''+\frac2r g'-\frac{l(l+1)}{r^2}g-\frac{M'}{M}g'+2M(\varepsilon-V)g=0. \tag{1}$$

1. For $l=0$ it is the Dirac equation for $g$, with nothing dropped.
2. For $l>0$ its bound levels agree with the $(2j+1)$-weighted mean of the Dirac levels through order $c^{-2}$. To that order it contains the mass-velocity and Darwin shifts.
3. At a point nucleus, $V\to-Z/r$, the regular solution obeys $rg\sim r^{\gamma}$ with $\gamma^2=l(l+1)+1-(Z/c)^2$.

The average is taken over an operator, not over eigenvalues. This is why item 2 stops at order $c^{-2}$.

## Lemma 1: the Dirac radial pair

With upper and lower two-spinors $\psi_L,\psi_S$, the Dirac equation reads

$$c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi_S=(\varepsilon-V)\psi_L,\qquad c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi_L=(\varepsilon-V+2c^2)\psi_S=2Mc^2\psi_S .$$

Let $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. The product rule for Pauli matrices gives $\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\partial_r+i\,\boldsymbol\sigma\cdot\mathbf L/r$. Multiplying by $\sigma_r$, with $\sigma_r^2=1$,

$$\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$

From $\boldsymbol\sigma\cdot\mathbf L=\mathbf J^2-\mathbf L^2-\tfrac34$, its eigenvalue is $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. In both cases this is $-(\kappa+1)$. The matrix $\sigma_r$ conserves $j$ and reverses parity, so it turns the spin-angle function $\Omega_\kappa$ into $\Omega_{-\kappa}$; the phase is chosen so that $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$.

Put $\psi_L=g\,\Omega_\kappa$ and $\psi_S=if\,\Omega_{-\kappa}$. Then

$$\boldsymbol\sigma\cdot\mathbf p\,g\Omega_\kappa=i\Big(g'+\frac{\kappa+1}{r}g\Big)\Omega_{-\kappa},\qquad
\boldsymbol\sigma\cdot\mathbf p\,if\Omega_{-\kappa}=-\Big(f'-\frac{\kappa-1}{r}f\Big)\Omega_{\kappa},$$

and the two Dirac equations become

$$g'+\frac{\kappa+1}{r}g=2Mcf,\qquad f'=\frac{\kappa-1}{r}f-\frac{\varepsilon-V}{c}g. \tag{2}$$

## Lemma 2: elimination, and proof of equation (1)

Write $F=g'+(\kappa+1)g/r=2Mcf$. Differentiation gives $F'=2Mcf'+(M'/M)F$. Inserting $f'$ from (2),

$$F'-\frac{\kappa-1}{r}F-\frac{M'}{M}F+2M(\varepsilon-V)g=0 .$$

The first two terms are

$$g''+\frac{(\kappa+1)-(\kappa-1)}{r}g'-\frac{(\kappa+1)+(\kappa-1)(\kappa+1)}{r^2}g
=g''+\frac2rg'-\frac{\kappa(\kappa+1)}{r^2}g .$$

Both values of $\kappa$ give $\kappa(\kappa+1)=l(l+1)$. Hence, still without approximation,

$$g''+\frac2rg'-\frac{l(l+1)}{r^2}g-\frac{M'}{M}\Big(g'+\frac{\kappa+1}{r}g\Big)+2M(\varepsilon-V)g=0. \tag{3}$$

At given $l$ and $\varepsilon$, $\kappa$ enters through one term. To read it as an energy, multiply (3) by $-1/(2M)$ and use $M'=-V'/(2c^2)$:

$$-\frac{1}{2M}\nabla_l^2g-\frac{V'}{4M^2c^2}g'-\frac{V'}{4M^2c^2}\frac{\kappa+1}{r}g+Vg=\varepsilon g, \tag{4}$$

where $\nabla_l^2g=g''+2g'/r-l(l+1)g/r^2$. Since $-(\kappa+1)$ is the eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$, the third term is the spin-orbit energy $V'\boldsymbol\sigma\cdot\mathbf L/(4M^2c^2r)$.

There are $2l+2$ states with $\kappa+1=-l$ and $2l$ states with $\kappa+1=l+1$. Their sum is

$$(2l+2)(-l)+2l(l+1)=0 .$$

With a common $g$ the spin-orbit term therefore averages to zero, and (3) becomes (1). For $l=0$ the sole value is $\kappa=-1$, so $\kappa+1=0$ and the term was absent from the start. This proves item 1.

**Remark (working form).** Multiplying (1) by $-r^2/(2M)$ and collecting the derivatives gives

$$-\frac12\Big(\frac{r^2g'}{M}\Big)'+\frac{l(l+1)}{2M}g+r^2(V-\varepsilon)g=0. \tag{5}$$

This is the radial part of $-\tfrac12\nabla\cdot(M^{-1}\nabla\psi)+V\psi=\varepsilon\psi$, a Schrödinger equation with a position- and energy-dependent mass. With $\varphi=g'/(2Mc)$, so that $r^2g'/M=2cr^2\varphi$, equation (5) gives the pair

$$g'=2Mc\,\varphi,\qquad \varphi'=-\frac2r\varphi+\left[\frac{l(l+1)}{2Mcr^2}-\frac{\varepsilon-V}{c}\right]g. \tag{6}$$

No derivative of $V$ is needed. If $V$ jumps at a muffin-tin radius, $g$ and $\varphi$ are continuous there, so $g'/M$ rather than $g'$ is matched to the outside solution.

## Lemma 3: mass-velocity and Darwin terms

Let $g_0$, normalized by $\int g_0^2r^2dr=1$, be the nonrelativistic bound state with energy $\varepsilon_0$. It obeys (5) with $M=1$. Multiply (5) by $g_0$ and the equation of $g_0$ by $g$, subtract, and integrate by parts. The boundary terms vanish for regular bound states, which leaves

$$(\varepsilon-\varepsilon_0)\int g_0g\,r^2dr=\frac12\int\Big(\frac1M-1\Big)\big[r^2g_0'g'+l(l+1)g_0g\big]dr. \tag{7}$$

To leading order $1/M-1=-(\varepsilon_0-V)/(2c^2)$ and $g=g_0$. At a point nucleus this expansion fails for $r\lesssim Z/(2c^2)$. There, however, $1/M-1$ stays between $-1$ and $0$, up to small corrections, and the small volume makes the contribution of higher order than $c^{-2}$. Thus

$$\Delta\varepsilon=-\frac{1}{4c^2}\int(\varepsilon_0-V)\big[r^2g_0'^2+l(l+1)g_0^2\big]dr .$$

Integrating the first part by parts, with $(\varepsilon_0-V)'=-V'$, separates two shifts:

$$\Delta\varepsilon=\underbrace{\frac1{4c^2}\int(\varepsilon_0-V)\,g_0\nabla_l^2g_0\,r^2dr}_{\text{mass-velocity}}
\;\underbrace{-\frac1{4c^2}\int V'g_0g_0'\,r^2dr}_{\text{Darwin}} .$$

They come from the first and second terms of (4). In the first, the nonrelativistic equation gives $(\varepsilon_0-V)g_0=-\tfrac12\nabla_l^2g_0$, so

$$\Delta\varepsilon_{\rm mv}=-\frac1{8c^2}\int(\nabla_l^2g_0)^2r^2dr=-\frac{\langle p^4\rangle}{8c^2}.$$

It is negative: the relativistic kinetic energy rises more slowly with momentum than $p^2/2$.

In the second, $g_0g_0'=\tfrac12(g_0^2)'$, and integration by parts gives

$$\Delta\varepsilon_{\rm D}=-\frac{1}{8c^2}\Big[r^2V'g_0^2\Big]_0^\infty+\frac1{8c^2}\int(r^2V')'g_0^2\,dr .$$

For a smooth potential the bracket vanishes and the integral is $\langle\nabla^2V\rangle/(8c^2)$. For $V=-Z/r$ we have $r^2V'=Z$. The integral vanishes and the lower limit leaves

$$\Delta\varepsilon_{\rm D}=\frac{Z\,g_0(0)^2}{8c^2},$$

which is the same expression with $\nabla^2V=4\pi Z\delta(\mathbf r)$. It is positive for s states and zero for $l>0$.

**Proof of item 2.** For a Dirac level, (4) adds to this first-order shift the amount

$$-\frac{\kappa+1}{4c^2}\int V'g_0^2\,r\,dr .$$

The integral is the same for both partners, so the weighted mean of this amount is zero. The mean Dirac shift and the scalar-relativistic shift agree at order $c^{-2}$.

## How the agreement ends: the 2p level

At order $c^{-4}$, terms linear in $\kappa+1$ still average to zero. The quadratic term does not: it is the spin-orbit operator acting twice. The energy dependence of $M$ adds no other quadratic term at this order. The first-order spin-orbit shift, proportional to $(\kappa+1)c^{-2}$, changes $1/M$ by an amount proportional to $(\kappa+1)c^{-4}$. In the kinetic term this is linear in $\kappa+1$, and in the spin-orbit term it gives $(\kappa+1)^2c^{-6}$. The weighted mean needed is

$$\overline{(\kappa+1)^2}=\frac{(2l+2)l^2+2l(l+1)^2}{2(2l+1)}=l(l+1), \tag{8}$$

equal to 2 for p states.

For a point charge put $x=Zr$ and $u=rg$. The 2p function is $u_0=x^2e^{-x/2}$, with $\int u_0^2dx=24$ and $\langle x^{-3}\rangle=1/24$. In units of $Z^2$ the Hamiltonian is $h=-\tfrac12d^2/dx^2+1/x^2-1/x$, with energy $-1/8$, and the spin-orbit term is $-(\kappa+1)(Z/c)^2x^{-3}/4$. The response to $x^{-3}$ obeys

$$(h+\tfrac18)u_1=-\big(x^{-3}-\tfrac1{24}\big)u_0 .$$

Acting on $x^ke^{-x/2}$, $h+\tfrac18$ gives

$$\left\{\left[1-\tfrac12k(k-1)\right]x^{k-2}+\left(\tfrac k2-1\right)x^{k-1}\right\}e^{-x/2}.$$

Its derivative with respect to $k$ at $k=2$ shows that $x^2\ln x\,e^{-x/2}$ gives $(-\tfrac32+\tfrac x2)e^{-x/2}$. The solution is therefore

$$u_1=\Big(-x+\frac{x^3}{12}+\frac{x^2\ln x}{3}\Big)e^{-x/2}.$$

With $\int_0^\infty x^n\ln x\,e^{-x}dx=n!(1+\tfrac12+\dots+\tfrac1n-\gamma_E)$, where $\gamma_E$ is Euler's constant,

$$\int\frac{u_0u_1}{x^3}dx=-\frac12-\frac{\gamma_E}3,\qquad \frac1{24}\int u_0u_1dx=\frac{31}{36}-\frac{\gamma_E}{3}.$$

Their difference, divided by the norm 24, is the second-order coefficient $-49/864$. Multiplying by $2/16$ gives the part of the Dirac mean that the scalar equation lacks:

$$\varepsilon_{\rm SR}-\bar\varepsilon_{\rm Dirac}=\frac{49}{6912}\frac{Z^6}{c^4}+\dots\qquad(2p). \tag{9}$$

The scalar level lies above the mean, because second-order spin-orbit coupling lowers the mean.

## Lemma 4: the density that belongs to the equation

The small component in (2) is $f=[g'+(\kappa+1)g/r]/(2Mc)$. Averaging $f^2$ with a common $g$ removes the cross term, and (8) gives the density

$$\rho=g^2+\frac{g'^2+l(l+1)g^2/r^2}{(2Mc)^2}. \tag{10}$$

The energy dependence of (5) selects the same density. Equation (5) is the stationarity condition of

$$A=\int\left\{\frac{r^2g'^2+l(l+1)g^2}{2M}-(\varepsilon-V)r^2g^2\right\}dr,$$

and $A=0$ for a solution. Change $V$ by $\delta V$ and let $\eta=\delta\varepsilon-\delta V$. The change of $g$ does not contribute at first order. Since $\delta(1/2M)=-\eta/(4M^2c^2)$, the condition $\delta A=0$ becomes $\int\eta\,\rho\,r^2dr=0$, or

$$\delta\varepsilon=\frac{\int\delta V\,\rho\,r^2dr}{\int\rho\,r^2dr}.$$

The shorter density $g^2+\varphi^2$ omits the centrifugal part of (10). It does not satisfy this relation in general when $l>0$.

## Lemma 5: the point nucleus

For $V=-Z/r$ define $r_c=Z/(2c^2)$. When $r\ll r_c$,

$$M\to\frac{r_c}{r},\qquad\frac{M'}M\to-\frac1r,\qquad2M(\varepsilon-V)\to\frac{2r_cZ}{r^2}=\frac{(Z/c)^2}{r^2}.$$

All leading terms of (1) now scale as $r^{-2}$. With $g=r^s$,

$$s(s-1)+2s+s-l(l+1)+(Z/c)^2=0,\qquad s=-1\pm\sqrt{l(l+1)+1-(Z/c)^2}.$$

Since $rg\sim r^{s+1}$, the upper sign gives item 3 and completes the proof of the theorem.

For comparison, $g$ and $f$ both proportional to $r^{\gamma-1}$ in (2), with $2Mcr\to Z/c$, give $(\gamma+\kappa)g=(Z/c)f$ and $(\gamma-\kappa)f=-(Z/c)g$. Hence $\gamma_\kappa^2=\kappa^2-(Z/c)^2$. The weighted mean of $\kappa^2$ is

$$\frac{(l+1)^3+l^3}{2l+1}=l^2+l+1,$$

so the scalar $\gamma^2$ is the mean of the two Dirac values of $\gamma_\kappa^2$.

**Remark (conditions).** The second solution has $rg\sim r^{-\gamma}$ and a density $r^2\rho\sim r^{-2\gamma}$. Normalizability rejects it when $\gamma\ge\tfrac12$, which for s states means $Z/c\le\sqrt3/2$. For $\sqrt3/2<Z/c<1$ we have $2\gamma<1$, so both s solutions are normalizable, and the choice of $r^{\gamma}$ is a boundary condition added to the equation. For $Z>c$ the s exponent is imaginary, there is no real power to choose, and the point-nucleus problem is not defined by this equation alone. If $V$ and $V'$ are finite at the origin, as for a smooth extended nucleus, $M'/M$ is finite too and the usual $g\sim r^l$ returns.

**Remark (the limit $c\to\infty$).** For $l>0$, $\gamma$ tends to $\sqrt{l^2+l+1}$ and not to the nonrelativistic $l+1$. The region where this power holds shrinks with $r_c$. For $l=1$ and $r_c\ll r\ll1/Z$, use $M'/M\approx-r_c/r^2$ and try $g=r+A+Br^2$ in (1). The $r^{-2}$ terms give $-2A+r_c=0$ and the constant terms give $4B+2Z=0$. The local power is then

$$\frac{d\ln(rg)}{d\ln r}\approx2-\frac{r_c}{2r}-\frac{Zr}2 .$$

For $Z=1$, where $r_c=2.66\times10^{-5}$ bohr, this is $2-0.0044-0.0015=1.994$ at $r=3\times10^{-3}$ bohr. Outward integration of (6) gives 1.9941 there and 1.7320, close to $\sqrt3$, at $10^{-9}$ bohr. The last value belongs to the point-charge model only. A proton has an rms radius of $1.6\times10^{-5}$ bohr, comparable to $r_c$; with a Gaussian charge of that size the local power dips only to about 1.86, near $3\times10^{-5}$ bohr, and returns to 2 inside.

## Worked example: a one-electron ion with $Z=80$

The nucleus is a point charge; nuclear size, recoil and radiative corrections are left out. The digits below are those of this model: a Gaussian nucleus of rms radius 5.46 fm ($1.0\times10^{-4}$ bohr) alone raises 1s by 2.0 hartree, 2s by 0.34 and the Dirac $2p_{1/2}$ level by 0.03, and moves the scalar 2p level by less than $10^{-3}$ hartree. Here $c=137.036$, $Z/c=0.5838$ and $r_c=2.13\times10^{-3}$ bohr, about a sixth of $1/Z=0.0125$ bohr. At $r=1/Z$ in the 1s state, $M=1.076$.

The levels were found by integrating (6) outward and inward in $\ln r$ and adjusting $\varepsilon$ until the two solutions matched. The first-order shifts are the integrals of Lemma 3. Energies are in hartree.

| State | $\varepsilon_0$ | Mass-velocity | Darwin | $\varepsilon$ from (1) |
|---|---:|---:|---:|---:|
| 1s | −3200.0 | −1363.2 | 1090.6 | −3532.2 |
| 2s | −800.0 | −221.5 | 136.3 | −904.8 |
| 2p | −800.0 | −39.8 | 0.0 | −840.8 |

In keV the 1s and 2p levels are −96.12 and −22.88. For 1s the two terms largely cancel: $-1363.2+1090.6=-272.6$ hartree, which is 82% of the full shift of −332.2 hartree. For 2p the first-order shift is 97% of the full one. At $Z=6$ the ratio of full to first-order shift is 1.00096, 1.00101 and 1.00005 for 1s, 2s and 2p, so the expansion is good for a light ion.

The same matching applied to (2) gives the Dirac levels $2p_{1/2}=-904.85$ and $2p_{3/2}=-817.81$ hartree. Their weighted mean is

$$\frac{2(-904.85)+4(-817.81)}6=-846.82\ \text{hartree}.$$

The scalar level lies 5.97 hartree above it, which is 7% of the 87.04 hartree splitting. Equation (9) gives $0.007089\times(0.5838)^4\times80^2=5.3$ hartree; the rest is of higher order in $Z/c$. Numerically the relative correction to (9) behaves like $(Z/c)^2\ln(Z/c)$ at small $Z$ and changes sign between $Z=40$ and $Z=60$, so (9) lies slightly above the computed difference for light ions and below it for heavy ones. At $Z=6$ it gives $9.38\times10^{-7}$ hartree, against a computed difference of $9.34\times10^{-7}$ hartree. Doubling $Z$ to 12 multiplies that difference by 63.6, close to the $2^6=64$ of the leading law.

The density can be judged by $d\varepsilon/dZ=-\langle1/r\rangle$. For 2p, a finite difference of the levels gives −22.080 hartree per unit charge. Density (10) gives −22.080, while $g^2+\varphi^2$ gives −21.777, which is 1.4% smaller in magnitude.

At the nucleus the powers of $rg$ are 0.812 for s and 1.631 for p in the scalar equation, against 0.812 for Dirac $p_{1/2}$ and 1.913 for $p_{3/2}$. The true $p_{1/2}$ function $g\sim r^{-0.188}$ diverges, while the scalar p function $g\sim r^{0.631}$ vanishes. A finite set of scalar p functions, used as a basis for restoring spin-orbit coupling, therefore cannot reproduce the $p_{1/2}$ function at a point nucleus, however well it describes the outer region. For an extended nucleus both functions vanish as $g\sim r$ at the origin, and the mismatch moves to the region just outside it: with the Gaussian nucleus above, the local powers of $rg$ at $4\times10^{-4}$ bohr are about 0.99 for $p_{1/2}$ and 1.65 for the scalar p function.
